# Dc current from multiple Andreev reflection in a single superconducting channel

**The number to explain.** A single channel of transmission $T=0.1$ joins two superconductors of gap $\Delta=0.18$ meV. In the model below, at zero temperature, it carries 0.0228 nA at 170 µV and 0.156 nA at 190 µV: 12 % more voltage gives 6.9 times more current. At $T=0.9$ the same change of voltage raises the current from 31.9 to 34.0 nA, or 7 %. Between the two voltages lies $\Delta/e=180$ µV, half the voltage at which one electron can break a pair by itself.

## Model and energy ladder

The channel is spin-degenerate and much shorter than the coherence length, so $T$ and $R=1-T$ do not depend on energy. The leads are equal BCS superconductors in equilibrium, the voltage $V>0$ is constant, and interactions in the channel are left out. Energies are measured from the chemical potential of the lead concerned. The polarity is such that an electron crossing from left to right gains $eV$. A hole gains $eV$ crossing from right to left.

**Andreev amplitude.** In a lead, the two-component equation $(E-\xi)u=\Delta v$ gives $v/u=(E-\xi)/\Delta$, with $\xi^2=E^2-\Delta^2$. An electron meeting a lead without normal reflection matches one outgoing solution, so it returns as a hole with amplitude $v/u$:

$$a(E)=\frac{E-i\sqrt{\Delta^2-E^2}}{\Delta}.$$

Outside the gap the root is continued from $E+i0$, which gives $|a|<1$. Inside, $|a|=1$. A hole returns as an electron with the same $a$. Flux $1-|a|^2$ is absorbed by the lead, and by reciprocity the lead injects with the same weight, independently for electrons and holes.

**The ladder.** Put $E_k=E+k\,eV$ and $a_k=a(E_k)$. An electron crosses from $E_0$ to $E_1$, becomes a hole with amplitude $a_1$, crosses back to $E_2$, and so on. The motion is a chain in energy. Its sites $E_k$ transmit with $a_k$ in both directions and leak $1-|a_k|^2$. Its bonds, between $E_k$ and $E_{k+1}$, are crossings of the channel with transmission $T$.

The sign of the interference matters. Take the electron scattering matrix with reflection $i\sqrt R$ on both sides and transmission $\sqrt T$. The hole matrix is its complex conjugate, with reflection $-i\sqrt R$. The two bonds that meet at a site are one electron bond and one hole bond, so a round trip there carries $(i\sqrt R)(-i\sqrt R)a_k^2=+Ra_k^2$.

## Recursion

Let $\rho_k=s_kx_k$ be the total reflection seen on entering bond $k$ from below, with $s_k=\pm i$ alternating. The wave reflects at once, or it crosses, passes site $k+1$, is reflected above and returns after any number of round trips:

$$\rho_k=s_k\sqrt R+\frac{T a_{k+1}^2\rho_{k+1}}{1-s_k\sqrt R\,a_{k+1}^2\rho_{k+1}}.$$

Insert $\rho_{k+1}=-s_kx_{k+1}$ and use $-s_k^2=1$. With $q=a_{k+1}^2x_{k+1}$, dividing by $s_k$ gives

$$x_k=\sqrt R-\frac{Tq}{1-\sqrt R\,q}=\frac{\sqrt R-(R+T)q}{1-\sqrt R\,q}=\frac{\sqrt R-a_{k+1}^2x_{k+1}}{1-\sqrt R\,a_{k+1}^2x_{k+1}}.$$

Far above the gap $a\to0$, so the recursion starts from $x=\sqrt R$ and runs down. The reflection $y_k$ seen on entering bond $k$ from above obeys the mirror relation

$$y_k=\frac{\sqrt R-a_k^2y_{k-1}}{1-\sqrt R\,a_k^2y_{k-1}},$$

started from $\sqrt R$ far below the gap.

**Exit probability.** Inject at $E_0$ with weight $1-|a_0|^2$. A particle injected upward enters bond 0 with amplitude $1/(1-a_0^2x_0y_{-1})$, after summing round trips about site 0. One injected downward is first reflected below and passes the site, which multiplies this by $a_0y_{-1}$ up to a phase. The two injections are incoherent, so their intensities add. Crossing to site $k$ multiplies the amplitude by $\sqrt T/(1-\sqrt R\,a_k^2x_k)$, and passing the site multiplies it by $a_k$. At the last site the upward wave leaks, and so does the wave returned from above, which is smaller by $|a_nx_n|$. Hence

$$P_n=T^n\frac{(1-|a_0|^2)(1-|a_n|^2)(1+|a_0y_{-1}|^2)(1+|a_nx_n|^2)\prod_{k=1}^{n-1}|a_k|^2}{|1-a_0^2x_0y_{-1}|^2\prod_{k=1}^{n}|1-\sqrt R\,a_k^2x_k|^2}.$$

## From probabilities to current

Every upward crossing moves one electron charge in the same direction, whether an electron goes right or a hole goes left. Flux is conserved between leaks, so the net flux through bond $m\ge0$ is $\sum_{n>m}P_n$. Summed over bonds, exit at $E_n$ counts $n$ times.

Reciprocity of sites and bonds makes the probability for $E_n\to E$ equal to that for $E\to E_n$. Pairing the two in each bond, before summing over bonds, leaves the occupation difference $f(E)-f(E_n)$. Spin gives a factor 2, the double counting of electron and hole descriptions gives $1/2$, and the two leads contribute equally:

$$I=\frac{2e}{h}\sum_{n\ge1}n\int dE\,P_n(E)\,[f(E)-f(E+neV)].$$

For normal leads $a=0$ and only $P_1=T$ survives. The integral of the occupation difference is $eV$, so $I=(2e^2/h)TV$, as it should be.

The formula was tested against a separate calculation: a tunnelling Hamiltonian whose Floquet–Keldysh Green functions were solved numerically without expanding in the hopping. With $k_B\Theta=0.1\Delta$ ($\Theta$ is temperature) and energy broadening $0.1\Delta$, the pairs $(eV/\Delta,T)=(0.9,0.6)$, $(0.5,0.95)$ and $(1.3,0.2)$ gave 0.5168024, 1.5542275 and 0.0955778 in units of $2e\Delta/h$ by both routes.

## Implementation

```
function CURRENT(V, T):              # zero temperature, Delta = 1
    N = floor(2/eV) + 10;  r = sqrt(1-T)
    cut [-N eV, -1] wherever some E_k equals -1, 0 or 1
    for each piece, for each quadrature node E:
        a[k] = andreev(E + k eV),  k = -10 .. N+10
        leak[k] = 1-|a[k]|^2, set to 0 inside the gap
        x = r at the top;    recur down to x[0]
        y = r at the bottom; recur up to y[-1]
        F = leak[0] (1+|a[0] y[-1]|^2)
                    / |1 - a[0]^2 x[0] y[-1]|^2
        for n = 1 .. N:
            F = F T / |1 - r a[n]^2 x[n]|^2
            P = F leak[n] (1 + |a[n] x[n]|^2)
            if E + n eV > 0: add weight * n * P to I_n
            F = F |a[n]|^2
    return sum of I_n                # in units 2e Delta/h
```

At finite temperature the condition becomes the difference of Fermi functions, and the window extends to positive $E$.

**Quadrature.** At small $T$ the integrand varies on scales far below $\Delta$ next to each gap edge. On a piece of width $w$ use $E=E_{\rm left}+w/(1+e^{-\pi\sinh t})$ with equal steps in $t$. The nodes then crowd towards both ends, so that many decades of distance from a gap edge are sampled. Here 79 nodes per piece were used.

**Cost.** There are about three cuts per $eV$, hence a number of pieces proportional to $N$, and the work at each node is proportional to the number of sites, $N+21$. The work grows as $N^2$, that is as $(\Delta/eV)^2$ at low bias. No matrix is inverted.

**Stability.** For $|q|\le1$ the map $q\mapsto(\sqrt R-q)/(1-\sqrt R\,q)$ sends the unit disc into itself. Since $|a|\le1$, the values in both recursions stay bounded. A rounding error can still be magnified in a single step near a gap edge, by a factor of order $1/T$.

**Failure modes.**
- *Rounding in the gap.* There $1-|a|^2$ is zero, but floating point returns about $10^{-16}$. At $T=10^{-5}$ an eight-particle current scales as $10^{-40}$. Just above its threshold, four crossings already lead from below the gap to the upper half of the gap, so a false exit there scales as $10^{-20}\times10^{-16}=10^{-36}$ and would swamp the true current. The false leak must be set to zero.
- *Wrong branch.* Outside the gap the other root gives $|a|>1$. A tiny positive imaginary part of $E$ selects the right one.
- *Short ladder.* Ten extra sites span $10\,eV$. The lowest bias used here is $0.44\Delta/e$. For $eV\ll\Delta$ ten sites can be too few, and the ladder should be lengthened until the current no longer changes.

## Tunnel limit: steps at $eV=2\Delta/n$

At zero temperature $P_n$ contributes if $E<-\Delta$ and $E_n>\Delta$, which requires $neV>2\Delta$. So $I_n$ opens at $eV=2\Delta/n$ for any $T$.

For $T\to0$, $\sqrt R\to1$ and $x=y=1$ solves the recursions. The factors at the first site become

$$\frac{(1-a_0^2)(1+a_0^2)}{(1-a_0^2)^2}=\frac{1+a_0^2}{1-a_0^2}=\frac{|E|}{\sqrt{E^2-\Delta^2}}\equiv N(E),$$

the BCS density of states relative to the normal one. The last site gives $N(E_n)$. At an intermediate site in the gap, write $a_k=e^{-i\theta}$ with $\cos\theta=E_k/\Delta$. Then $|1-a_k^2|^2=4\sin^2\theta$, and

$$P_n\to T^nN(E)N(E_n)\prod_{k=1}^{n-1}\frac{1}{4(1-E_k^2/\Delta^2)}.$$

Just above threshold let $neV=2\Delta+\eta\Delta$ with $\eta\ll1$, and $E=-\Delta-s$, so that $E_n=\Delta+(\eta\Delta-s)$. Near an edge $N\approx\sqrt{\Delta/2s}$, and

$$\int_0^{\eta\Delta}\frac{\Delta\,ds}{2\sqrt{s(\eta\Delta-s)}}=\frac{\pi\Delta}{2},$$

independent of $\eta$: a step. The intermediate energies are $E_k=\Delta(2k/n-1)$, so $1-E_k^2/\Delta^2=4k(n-k)/n^2$, and the product is

$$\prod_{k=1}^{n-1}\frac{n^2}{16k(n-k)}=\frac{n^{2n-2}}{16^{n-1}[(n-1)!]^2}=\frac{1}{16^{n-1}}\left(\frac{n^n}{n!}\right)^2.$$

With the prefactor $2en/h$ and $h=2\pi\hbar$, the step height is

$$\delta I_n=\frac{e\Delta}{2\hbar}\,T^n\,\frac{n}{16^{n-1}}\left(\frac{n^n}{n!}\right)^2.$$

The table gives the rise of the total current between $\eta=-0.01$ and $+0.01$, divided by $T^n$, at $T=10^{-5}$, in units of $2e\Delta/h$. The exponent compares $T=10^{-4}$ with $10^{-5}$.

| $n$ | computed | formula | exponent |
|---|---|---|---|
| 1 | 1.579 | 1.571 | 0.994 |
| 2 | 0.791 | 0.785 | 2.001 |
| 3 | 0.377 | 0.373 | 3.001 |
| 4 | 0.177 | 0.175 | 4.000 |

At $\eta=0.01$ and $T=10^{-5}$, $I_n$ supplies more than 99.9 % of the current. The computed heights exceed the formula by 0.5 to 1.5 %. An excess of this size is expected from finite $\eta$: the next term of $N(E)N(E_n)$ alone adds $3\eta/4$, or 0.75 %.

**How close to threshold the law holds.** Put $x_{k+1}=1$ and $\sqrt R\approx1-T/2$ into the recursion. To first order in $T$,

$$x_k\approx1-\frac T2\,\frac{1+a_{k+1}^2}{1-a_{k+1}^2}.$$

For $n\ge2$ the neighbours of an edge site lie away from the edges, so this correction is of order $T$. Near the edge $a_0^2\approx1-2\sqrt{2s/\Delta}$, and the denominator $1-a_0^2x_0y_{-1}$ changes character at $s\sim T^2\Delta$. The step law therefore needs $T^2\ll\eta\ll1$.

Where $|\eta|$ is only of order $T^2$, higher orders catch up. For $n=2$, the three-particle process can pass a site a distance $s$ from the edge, with weight $\Delta/8s$, while its end site contributes $s^{-1/2}$. Cut off at $s\sim T^2\Delta$, the integral of $s^{-3/2}$ is of order $1/T$, which turns $T^3$ into $T^2$. The four-particle process passes both edges, with weight $(\Delta/8s)^2$, whose integral is of order $1/T^2$, so it also reaches order $T^2$. In units of the nominal step, $I_3$ and $I_4$ are 0.38 and 0.24 at $\eta=-T^2$, and $I_2$, $I_3$, $I_4$ are 0.22, 0.93 and 0.18 at $\eta=+T^2$. The computed current at $\eta=\mp T^2$ is 0.62 and 1.33 of the nominal step, and these fractions agree within 0.2 % between $T=10^{-3}$ and $10^{-4}$, as a width proportional to $T^2$ requires.

For $n=1$ the two edge sites share a bond, and the neighbour's $N(E_1)$ diverges. Since $a_0^2/(1-a_0^2)=[N(E)-1]/2$, the correction to $x_0$ gives, near the edges,

$$P_1\approx\frac{T\,N(E)N(E_1)}{[1+T\,N(E)N(E_1)/4]^2}.$$

Midway between the edges $N(E)N(E_1)=1/\eta$, so the first step needs the stricter condition $T\ll\eta$. At $T=10^{-4}$ and $\eta=0.01$ the ratio $T/\eta$ is 1 %. The first exponent, 0.994, means that the height there is between 1 and 2 % lower than proportionality to $T$ would give from the value at $T=10^{-5}$, an effect of the same order.

## Ballistic limit

For $T=1$, $R=0$ and $x=y=0$. With $A=|a|^2$,

$$P_n=(1-A_0)(1-A_n)\prod_{k=1}^{n-1}A_k.$$

Substituting $E=\Delta\cosh u$ outside the gap, where $A=e^{-2u}$,

$$\int A\,dE=2\Delta+2\Delta\int_0^\infty e^{-2u}\sinh u\,du=2\Delta+\frac{2\Delta}{3}=\frac{8\Delta}{3}.$$

For $eV\gg\Delta$, sites a distance $eV$ apart cannot both lie near the gap, so products of two $A$'s drop out. The $n=1$ term gives $eV-8\Delta/3$, because each end loses half of the integral. The $n=2$ term gives $2\times8\Delta/3$. Together,

$$I\to\frac{2e}{h}\left(eV+\frac{8\Delta}{3}\right).$$

At $eV=100\Delta$ the computed excess over $eV$ is $2.662\Delta$, against the limiting $2.667\Delta$.

## Reading the example

The current unit is $2e\Delta/h=(77.48\ \mu\text{S})(0.18\ \text{mV})=13.95$ nA. For $n=2$ and $T=0.1$ the leading step is $0.785\times0.01\times13.95=0.110$ nA. The computed rise from 170 to 190 µV is 0.133 nA. The closeness is partly accidental, because $T=0.1$ is not in the asymptotic regime and $I_2$ does not supply the rise alone. At 190 µV, $I_2=0.0751$ nA and $I_3=0.0758$ nA, so the three-particle current is as large as the one that has just opened. Edge enhancement makes this possible. In a three-particle process that starts at $E=-\Delta-s$, the site $E_2$ lies a distance $|\eta\Delta-s|$ from the upper edge. Its weight $\Delta/(8|\eta\Delta-s|)$, cut off at a distance of order $T^2\Delta$, integrates to a logarithm, and the starting site contributes about $1/\sqrt{2\eta}$ there. So $I_3/I_2$ is of order $(T/\sqrt\eta)\ln(\eta/T^2)$ instead of $T$. With $\eta=0.11$ this is about 0.7 instead of 0.1. Numerical prefactors are left out, so only the order of magnitude is meaningful.

On a grid of 0.5 % in voltage, the steepest rises at $T=0.1$ lie at 361.8, 179.1, 119.4 and 89.6 µV. The thresholds are 360, 180, 120 and 90 µV. These positions are fixed only to the grid spacing: on a 0.2 % grid the first two move to 360.9 and 179.6 µV. More than half of the rise from 170 to 190 µV is complete below 180 µV, where $I_2=0$ and higher orders carry the current, and between about 180.2 and 182 µV the current falls slightly.

At $T=0.9$ and 190 µV, $I_2$ to $I_5$ are 0.61, 21.67, 10.29 and 1.33 nA. The newly opened $I_2$ is 2 % of the total, so it adds little to the current itself. The threshold still shows in the slope: between $eV=0.96\Delta$ and $1.04\Delta$, $dI/dV$ falls from about 1.7 to 1.2 in units of $2e^2/h$, with a changing cause. Below the threshold $I_4$ falls faster. Above it the slope of $I_3$ drops, from 6.3 at $0.99\Delta$ to 3.6 at $1.04\Delta$, partly offset by the opening of $I_2$. One energy shows the ladder at work. From $E=-1.2\Delta$ with $eV=1.056\Delta$, the next sites are $-0.14\Delta$ and $0.91\Delta$, both in the gap, so $P_1=P_2=0$. The third is $1.97\Delta$, and $P_3=0.546$.

## Beside a real contact

The parameters are rough typical values for a gold atomic contact made superconducting by aluminium backing, at 0.1 K. Gold's single s valence orbital motivates one dominant channel, and $T=0.9$ and 0.1 are example values for a closed and a barely opened contact; real transmissions vary from contact to contact. The sizes of several omissions are estimated below. Interactions are not among them: Coulomb effects of the surrounding circuit can reduce the current of a weakly transmitting contact, and they were not estimated.

- **Gap edge.** Induced superconductivity does not have a perfectly sharp BCS edge, and this is the largest effect sized here. A broadening of $0.02\Delta$ at 0.1 K changes the $T=0.9$ current by $-4.6$ % at 110 µV and $-3.2$ % at 190 µV. At $T=0.1$ the changes are $+2.6$ % at 190 µV but $+547$ % at 110 µV, where the ideal current is 0.0008 nA. Broadening lets particles enter and leave inside the gap, so processes with fewer factors of $T$ become possible. Low steps of a weakly transmitting contact should not be compared with this model unless the broadening is known.
- **Temperature.** At 0.1 K alone the change is below 0.001 % at both voltages and transmissions.
- **Gold thickness.** For 30 nm and a diffusion constant of 100 cm²/s, $\hbar D/d^2=7.3$ meV, or $41\Delta$. If the interface with the aluminium is transparent, this favours a nearly uniform induced gap; the remaining shift of the gap was not computed.
- **Voltage bias.** A series resistance of 100 Ω takes 1.8 % of the bias at 190 µV and $T=0.9$.
- **Length and second channel.** A 1 nm contact is $2\times10^{-4}$ of $\hbar v_F/\Delta$ and $5\times10^{-3}$ of the diffusive length $\sqrt{\hbar D/\Delta}\approx190$ nm. A second channel with $T=0.02$ adds 0.015 % to the $T=0.9$ current at 190 µV, but 3.3 % to the $T=0.1$ current.

The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Currents marked [u] are in units of 2e*Delta/h
eV/Delta=0.9 T=0.6: recursion 0.5168024, Keldysh 0.5168024 [u]
eV/Delta=0.5 T=0.95: recursion 1.5542275, Keldysh 1.5542275 [u]
eV/Delta=1.3 T=0.2: recursion 0.0955778, Keldysh 0.0955778 [u]
Excess current at T=1, eV=100 Delta: 2.6617 [u]; limit 8/3 = 2.6667
Steps: n, height/T^n [u] at T=1e-5, formula, exponent, share of I_n
  1  1.57891  1.57080  0.9936  0.99913
  2  0.79148  0.78540  2.0007  0.99915
  3  0.37657  0.37276  3.0005  0.99917
  4  0.17706  0.17453  4.0004  0.99916
n=2, 2eV-2Delta = -1*T^2*Delta: I/step = 0.6187 (T=1e-3), 0.6179 (T=1e-4)
n=2, 2eV-2Delta = +1*T^2*Delta: I/step = 1.3338 (T=1e-3), 1.3326 (T=1e-4)
Gap 0.18 meV, temperature 0.1 K, kT/Delta = 0.0479
2e*Delta/h = 13.947 nA; G0 = 77.481 uS
T=0.1: n, 2Delta/(ne) uV, steepest rise uV, leading step nA
  1  360.0  361.8  2.191
  2  180.0  179.1  0.1095
  3  120.0  119.4  0.005199
  4  90.0  89.6  0.0002434
I(1.05 Delta/e)/I(0.95 Delta/e): 6.449 at T=0.1, 1.059 at T=0.9
Zero-temperature current: V in uV, I in nA at T=0.9, T=0.1
  80  18.128  0.00003
  110  23.707  0.00078
  130  26.309  0.00819
  170  31.885  0.02275
  190  33.992  0.15611
  340  48.056  0.54170
  380  51.388  2.18301
  600  67.266  4.42511
I_1..I_6 at 190 uV, T=0.9: 0.0000, 0.6132, 21.6742, 10.2859, 1.3320, 0.0835 nA
I_1..I_6 at 190 uV, T=0.1: 0.0000, 0.0751, 0.0758, 0.0052, 0.0001, 0.0000 nA
P_1..P_5 at E=-1.2 Delta, 190 uV, T=0.9: 0.00000, 0.00000, 0.54639, 0.03858, 0.00102
Current change from 0.1 K alone, and with gap-edge broadening 0.02 Delta added:
  110 uV, T=0.9: -0.000 %, -4.56 %
  110 uV, T=0.1: +0.000 %, +546.67 %
  190 uV, T=0.9: -0.000 %, -3.15 %
  190 uV, T=0.1: +0.000 %, +2.62 %
Contact length 1.0 nm, Fermi speed 1.4e+06 m/s, hbar*v/Delta = 5119 nm
Length ratio = 1.95e-04
Gold film 30.0 nm, D = 100.0 cm2/s: hbar*D/d^2 = 7.31 meV = 40.6 Delta
Series 100.0 ohm at 190 uV, T=0.9: drop 3.399 uV = 1.79 % of bias; R*G0 = 0.0077
Second channel T=0.02 at 190 uV: 0.00516 nA = 0.0152 % of the main channel
```
